# Dipolar spin-lattice relaxation of a tumbling pair of like spins: test program

```python
# Result under test: two like spins 1/2, dipolar coupling, isotropic rotational diffusion:
#   1/T1 = (3/10) b^2 [J(w) + 4 J(2w)] = W1 + 2 W2,   J(w) = tau/(1 + w^2 tau^2),
#   W1 = (3/10) b^2 J(w),  W2 = (3/5) b^2 J(2w);  at fixed w, T1 is minimal at w tau = 0.6158.
# Symbols: w Larmor frequency (rad/s), b = mu0 gamma^2 hbar/(4 pi r^3) (rad/s), D rotational
# diffusion constant, tau = 1/(6D), n internuclear unit vector, x = w tau, Fz = Iz + Sz,
# H/hbar = w Fz + b [I.S - 3 (I.n)(S.n)] = w Fz + b sum_q F_q(n) A_q.
# Independent road: stochastic Liouville equation (SLE), non-perturbative in b.
import numpy as np
import sympy as sp
from math import factorial
from scipy import constants as const
from scipy.special import lpmv
from scipy.linalg import expm
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(1)
half = [np.array([[0, 1], [1, 0]]) / 2, np.array([[0, -1j], [1j, 0]]) / 2, np.array([[1, 0], [0, -1]]) / 2]
I = [np.kron(s, np.eye(2)).astype(complex) for s in half]
S = [np.kron(np.eye(2), s).astype(complex) for s in half]
Ip, Sp = I[0] + 1j * I[1], S[0] + 1j * S[1]
Im, Sm = Ip.conj().T, Sp.conj().T
Fz = I[2] + S[2]
A = {0: I[2] @ S[2] - (Ip @ Sm + Im @ Sp) / 4, 1: Ip @ S[2] + I[2] @ Sp, 2: Ip @ Sp}
A[-1], A[-2] = A[1].conj().T, A[2].conj().T

def lattice_F(q, n):
    minus = n[0] - 1j * n[1]  # sin(theta) exp(-i phi)
    val = {0: 1 - 3 * n[2] ** 2 + 0j, 1: -1.5 * n[2] * minus, 2: -0.75 * minus ** 2}[abs(q)]
    return val if q >= 0 else np.conj(val)

def J(w, tau): return tau / (1 + (w * tau) ** 2)
def W1(w, b, tau): return 0.3 * b ** 2 * J(w, tau)
def W2(w, b, tau): return 0.6 * b ** 2 * J(2 * w, tau)
def R1(w, b, tau): return 0.3 * b ** 2 * (J(w, tau) + 4 * J(2 * w, tau))

# decomposition against the Cartesian coupling, and the selection rules
for _ in range(5):
    n = rng.normal(size=3); n /= np.linalg.norm(n)
    cart = sum((float(i == j) - 3 * n[i] * n[j]) * I[i] @ S[j] for i in range(3) for j in range(3))
    assert np.allclose(cart, sum(lattice_F(q, n) * A[q] for q in A), atol=1e-13)
Tp, Tm = np.eye(4)[0], np.eye(4)[3]
T0, Sg = np.array([0, 1, 1, 0]) / np.sqrt(2), np.array([0, 1, -1, 0]) / np.sqrt(2)
for q in A:
    assert np.allclose(Fz @ A[q] - A[q] @ Fz, q * A[q]) and np.allclose(A[q] @ Sg, 0)
m_p0, m_0m, m_pm = abs(Tp @ A[1] @ T0) ** 2, abs(T0 @ A[1] @ Tm) ** 2, abs(Tp @ A[2] @ Tm) ** 2
assert np.allclose([m_p0, m_0m, m_pm], [0.5, 0.5, 1.0])
print(f"|<T+|A1|T0>|^2 = {m_p0:.4f}, |<T0|A1|T->|^2 = {m_0m:.4f}, |<T+|A2|T->|^2 = {m_pm:.4f}")

# sphere averages by quadrature
zs, wz = np.polynomial.legendre.leggauss(12)
Z, P = np.meshgrid(zs, 2 * np.pi * np.arange(16) / 16, indexing="ij")
Z, P = Z.ravel(), P.ravel()
wt = np.repeat(wz, 16) * 2 * np.pi / 16
ngrid = np.array([np.sqrt(1 - Z ** 2) * np.cos(P), np.sqrt(1 - Z ** 2) * np.sin(P), Z])
qs = [-2, -1, 0, 1, 2]
avg = np.array([[np.sum(wt * lattice_F(a, ngrid) * np.conj(lattice_F(c, ngrid))) for c in qs] for a in qs]) / (4 * np.pi)
assert np.allclose(avg, np.diag([0.3, 0.3, 0.8, 0.3, 0.3]), atol=1e-12)
assert all(abs(np.sum(wt * lattice_F(q, ngrid))) < 1e-12 for q in qs)
print(f"<|F0|^2> = {avg[2,2].real:.4f}, <|F1|^2> = {avg[3,3].real:.4f}, <|F2|^2> = {avg[4,4].real:.4f}")

# Laplacian eigenvalue, random walk on the sphere, Fourier transform
th, ph = sp.symbols("theta phi", real=True)
for F in (1 - 3 * sp.cos(th) ** 2, sp.sin(th) * sp.cos(th) * sp.exp(-sp.I * ph), sp.sin(th) ** 2 * sp.exp(-2 * sp.I * ph)):
    lap = sp.diff(sp.sin(th) * sp.diff(F, th), th) / sp.sin(th) + sp.diff(F, ph, 2) / sp.sin(th) ** 2
    for point in ((0.4, 0.3), (1.1, 2.0), (2.5, 4.0)):
        assert abs(complex((lap + 6 * F).subs({th: point[0], ph: point[1]}).evalf())) < 1e-12
walk = rng.normal(size=(3, 40000)); walk /= np.linalg.norm(walk, axis=0)
start, D_dt = walk.copy(), 1 / 600  # 100 steps make t = 1/(6D)
for _ in range(100):
    kick = np.sqrt(2 * D_dt) * rng.normal(size=walk.shape)
    walk = walk + kick - walk * np.sum(kick * walk, axis=0)
    walk /= np.linalg.norm(walk, axis=0)
corr = [np.mean(lattice_F(q, start) * np.conj(lattice_F(q, walk))).real / avg[q + 2, q + 2].real for q in (1, 2)]
assert all(abs(c - np.exp(-1)) < 0.025 for c in corr)  # sampling noise about 0.005 plus step bias
assert abs(np.mean(lattice_F(1, start) * np.conj(lattice_F(2, walk)))) < 0.01
print(f"random walk, normalized correlation at t = tau: F1 {corr[0]:.3f}, F2 {corr[1]:.3f}, exp(-1) = {np.exp(-1):.3f}")
assert abs(2 * quad(lambda t: np.exp(-t / 0.7) * np.cos(2 * t), 0, 40, limit=400)[0] - 2 * J(2, 0.7)) < 1e-9

# stochastic Liouville equation in harmonics L = 0, 2, 4 times spin operators
LM = [(L, M) for L in (0, 2, 4) for M in range(-L, L + 1)]
Y = np.array([np.sqrt((2 * L + 1) / (4 * np.pi) * factorial(L - abs(M)) / factorial(L + abs(M)))
              * lpmv(abs(M), L, Z) * np.exp(1j * M * P) for L, M in LM])
assert np.allclose((Y.conj() * wt) @ Y.T, np.eye(len(LM)), atol=1e-12)
def comm(X): return np.kron(X, np.eye(4)) - np.kron(np.eye(4), X.T)
zeeman = np.kron(np.eye(len(LM)), comm(Fz))
dipole = sum(np.kron((Y.conj() * wt * (float(i == j) - 3 * ngrid[i] * ngrid[j])) @ Y.T, comm(I[i] @ S[j]))
             for i in range(3) for j in range(3))
casimir = np.kron(np.diag([L * (L + 1.0) for L, M in LM]), np.eye(16))
def iso(X):
    v = np.kron(np.eye(len(LM))[0], X.reshape(-1)).astype(complex)
    return v / np.linalg.norm(v)
Ps = np.outer(Sg, Sg)
conserved = sum(np.outer(iso(X), iso(X).conj()) for X in (Ps, np.eye(4) - Ps))
align = np.outer(Tp, Tp) + np.outer(Tm, Tm) - 2 * np.outer(T0, T0)
def generator(w, b, tau): return -1j * (w * zeeman + b * dipole) - casimir / (6 * tau)
def sle_time(w, b, tau, X=Fz):  # time integral of the normalized autocorrelation of X
    v = iso(X)
    return (v.conj() @ np.linalg.solve(conserved - generator(w, b, tau), v)).real

print("SLE test, w = 1, b = 0.001 (T1 in units of w/b^2):")
b0 = 1e-3
for x in (0.05, 0.3, 0.6, 1.0, 3.0, 10.0):
    t_sle, w1_sle = sle_time(1, b0, x), 1 / (3 * sle_time(1, b0, x, align))
    assert abs(t_sle * R1(1, b0, x) - 1) < 1e-3
    assert abs(w1_sle / W1(1, b0, x) - 1) < 1e-3
    assert abs((1 / t_sle - w1_sle) / 2 / W2(1, b0, x) - 1) < 5e-3
    print(f"  x = {x:5.2f}: T1 SLE {t_sle*b0**2:.4f}, T1 formula {b0**2/R1(1,b0,x):.4f}")
prop, v = expm(generator(1, 5e-3, 2.0) / R1(1, 5e-3, 2.0)), iso(Fz)
c1, c2 = (v.conj() @ prop @ v).real, (v.conj() @ prop @ prop @ v).real
assert abs(c1 - np.exp(-1)) < 2e-3 and abs(c2 - np.exp(-2)) < 2e-3
print(f"SLE decay (x = 2, b/w = 0.005): C(T1) = {c1:.4f}, C(2T1) = {c2:.4f}; exp(-2) = {np.exp(-2):.4f}")
err = [sle_time(1, b, 5.0) * R1(1, b, 5.0) - 1 for b in (0.005, 0.01)]
assert 3.5 < err[1] / err[0] < 4.5
print(f"relative error at x = 5: b tau = 0.025: {err[0]:.2e}, b tau = 0.05: {err[1]:.2e}, ratio {err[1]/err[0]:.2f}")
assert abs(sle_time(1, b0, 0.02) * 1.5 * b0 ** 2 * 0.02 - 1) < 5e-3
assert abs(sle_time(1, b0, 30.0) * 0.6 * b0 ** 2 / 30.0 - 1) < 1e-2
assert np.all(np.diff([sle_time(w, b0, 1.0) for w in (0.2, 0.4, 0.55, 0.62, 0.7, 1.0, 2.0)]) > 0)

# the minimum
xs = sp.symbols("x", positive=True)
f = xs / (1 + xs ** 2) + 4 * xs / (1 + 4 * xs ** 2)
u = xs ** 2
assert sp.cancel(sp.diff(f, xs) - (5 - u - 20 * u ** 2 - 32 * u ** 3) / ((1 + u) ** 2 * (1 + 4 * u) ** 2)) == 0
positive = [z.real for z in np.roots([-32, -20, -1, 5]) if abs(z.imag) < 1e-12 and z.real > 0]
assert len(positive) == 1
x_min = float(np.sqrt(positive[0])); f_max = float(f.subs(xs, x_min))
assert float(sp.diff(f, xs, 2).subs(xs, x_min)) < 0 and round(x_min, 3) == 0.616
print(f"cubic root u = {positive[0]:.6f}, x_min = {x_min:.6f}, f_max = {f_max:.6f}")
print(f"terms at x_min: x/(1+x^2) = {x_min/(1+x_min**2):.5f}, 4x/(1+4x^2) = {4*x_min/(1+4*x_min**2):.5f}")
print(f"f(0.5) = {float(f.subs(xs,0.5)):.5f}, f(1) = {float(f.subs(xs,1)):.5f}, T1min b^2/w = {10/(3*f_max):.5f}")
for w in (1.0, 2.0):
    res = minimize_scalar(lambda x: sle_time(w, b0, x / w) * b0 ** 2, bounds=(0.2, 2), method="bounded", options={"xatol": 1e-5})
    assert abs(res.x - x_min) < 1e-3 and abs(res.fun / (10 * w / (3 * f_max)) - 1) < 1e-4
    print(f"SLE minimum at w = {w:.0f}: x = {res.x:.4f}, T1min b^2 = {res.fun:.4f}")

# worked example: model proton pair
gamma = const.physical_constants["proton gyromag. ratio"][0]
r, B0, temp = 0.15e-9, 1.0, 300.0
w = gamma * B0
b = const.mu_0 * gamma ** 2 * const.hbar / (4 * np.pi * r ** 3)
eps = const.hbar * w / (const.k * temp)
tau = x_min / w
print(f"gamma = {gamma:.6e} rad/(s T), r = {r*1e9:.2f} nm, B0 = {B0:.0f} T, T = {temp:.0f} K")
print(f"mu0/(4 pi) = {const.mu_0/(4*np.pi):.6e} T m/A, hbar = {const.hbar:.6e} J s")
print(f"w = {w:.5e} rad/s, w/2pi = {w/2/np.pi/1e6:.3f} MHz, hbar w/kT = {eps:.3e}")
print(f"b = {b:.5e} rad/s, b^2 = {b**2:.5e} s^-2, b/w = {b/w:.3e}")
print(f"minimum: tau = {tau*1e9:.4f} ns, D = {1/(6*tau):.4e} s^-1, b tau = {b*tau:.3e}")
print(f"  J(w) = {J(w,tau)*1e9:.4f} ns, J(2w) = {J(2*w,tau)*1e9:.4f} ns")
print(f"  W1 = {W1(w,b,tau):.3f} s^-1, W2 = {W2(w,b,tau):.3f} s^-1, 1/T1 = {R1(w,b,tau):.3f} s^-1")
t_sle = sle_time(1, b / w, x_min) / w
assert abs(t_sle * R1(w, b, tau) - 1) < 1e-4
print(f"  T1min = {1e3/R1(w,b,tau):.3f} ms, SLE {t_sle*1e3:.3f} ms")

# thermal rates with detailed balance on T+, T0, T- (T+ lowest): recovery from saturation
level = np.array([-1.0, 0.0, 1.0]) * eps
base = np.array([[0, W1(w, b, tau), W2(w, b, tau)], [W1(w, b, tau), 0, W1(w, b, tau)], [W2(w, b, tau), W1(w, b, tau), 0]])
K = base * np.exp(-(level[:, None] - level[None, :]) / 2)
K -= np.diag(K.sum(axis=0))
M_eq = (np.exp(-level[0]) - np.exp(-level[2])) / np.exp(-level).sum()
p = expm(K / R1(w, b, tau)) @ (np.ones(3) / 3)
remaining = 1 - (p[0] - p[2]) / M_eq
assert abs(remaining - np.exp(-1)) < 1e-6
print(f"  thermal recovery: M_eq (triplet) = {M_eq:.4e}, (M_eq - M(T1))/M_eq = {remaining:.6f}")

for t_c, limit in ((10e-12, 1.5 * b ** 2 * 10e-12), (100e-9, 0.6 * b ** 2 / (w ** 2 * 100e-9))):
    print(f"tau = {t_c*1e9:g} ns: x = {w*t_c:.4g}, b tau = {b*t_c:.3e}, J(w) = {J(w,t_c):.4e} s, J(2w) = {J(2*w,t_c):.4e} s")
    print(f"  T1 = {1/R1(w,b,t_c):.4f} s, limiting law {1/limit:.4f} s")
t_slow = sle_time(1, b / w, w * 100e-9) / w
assert abs(t_slow * R1(w, b, 100e-9) - 1) < 1e-2
print(f"  SLE T1 at tau = 100 ns: {t_slow:.4f} s")
w10 = 10 * gamma
print(f"B0 = 10 T: w = {w10:.5e} rad/s, tau at minimum = {x_min/w10*1e9:.4f} ns, T1min = {1e3/R1(w10,b,x_min/w10):.2f} ms")
print(f"  10 T: T1(10 ps) = {1/R1(w10,b,10e-12):.4f} s, T1(100 ns) = {1/R1(w10,b,100e-9):.3f} s")
print("done: every assertion held")
```

It prints:

```
|<T+|A1|T0>|^2 = 0.5000, |<T0|A1|T->|^2 = 0.5000, |<T+|A2|T->|^2 = 1.0000
<|F0|^2> = 0.8000, <|F1|^2> = 0.3000, <|F2|^2> = 0.3000
random walk, normalized correlation at t = tau: F1 0.368, F2 0.373, exp(-1) = 0.368
SLE test, w = 1, b = 0.001 (T1 in units of w/b^2):
  x =  0.05: T1 SLE 13.4465, T1 formula 13.4465
  x =  0.30: T1 SLE 2.8796, T1 formula 2.8796
  x =  0.60: T1 SLE 2.3395, T1 formula 2.3395
  x =  1.00: T1 SLE 2.5641, T1 formula 2.5641
  x =  3.00: T1 SLE 5.3391, T1 formula 5.3391
  x = 10.00: T1 SLE 16.7706, T1 formula 16.7706
SLE decay (x = 2, b/w = 0.005): C(T1) = 0.3679, C(2T1) = 0.1353; exp(-2) = 0.1353
relative error at x = 5: b tau = 0.025: -9.20e-08, b tau = 0.05: -3.62e-07, ratio 3.94
cubic root u = 0.379204, x_min = 0.615795, f_max = 1.425176
terms at x_min: x/(1+x^2) = 0.44649, 4x/(1+4x^2) = 0.97869
f(0.5) = 1.40000, f(1) = 1.30000, T1min b^2/w = 2.33889
SLE minimum at w = 1: x = 0.6158, T1min b^2 = 2.3389
SLE minimum at w = 2: x = 0.6158, T1min b^2 = 4.6778
gamma = 2.675222e+08 rad/(s T), r = 0.15 nm, B0 = 1 T, T = 300 K
mu0/(4 pi) = 1.000000e-07 T m/A, hbar = 1.054572e-34 J s
w = 2.67522e+08 rad/s, w/2pi = 42.577 MHz, hbar w/kT = 6.811e-06
b = 2.23626e+05 rad/s, b^2 = 5.00085e+10 s^-2, b/w = 8.359e-04
minimum: tau = 2.3018 ns, D = 7.2406e+07 s^-1, b tau = 5.148e-04
  J(w) = 1.6690 ns, J(2w) = 0.9146 ns
  W1 = 25.039 s^-1, W2 = 27.442 s^-1, 1/T1 = 79.923 s^-1
  T1min = 12.512 ms, SLE 12.512 ms
  thermal recovery: M_eq (triplet) = 4.5409e-06, (M_eq - M(T1))/M_eq = 0.367879
tau = 0.01 ns: x = 0.002675, b tau = 2.236e-06, J(w) = 9.9999e-12 s, J(2w) = 9.9997e-12 s
  T1 = 1.3331 s, limiting law 1.3331 s
tau = 100 ns: x = 26.75, b tau = 2.236e-02, J(w) = 1.3953e-10 s, J(2w) = 3.4920e-11 s
  T1 = 0.2387 s, limiting law 0.2385 s
  SLE T1 at tau = 100 ns: 0.2387 s
B0 = 10 T: w = 2.67522e+09 rad/s, tau at minimum = 0.2302 ns, T1min = 125.12 ms
  10 T: T1(10 ps) = 1.3363 s, T1(100 ns) = 23.852 s
done: every assertion held
```
